\section*{Sample Cost of Exponential Reweighting for Gaussian Energy Differences}

\section{First derivation: averages over a Gaussian}

\subsection{The form of the answer}

Configurations are sampled with a cheap level of theory A, and the free energy of a better level B is wanted. Each configuration receives the weight $W=e^{-\beta\Delta U}$, where $\Delta U=U_B-U_A$ is the difference of the two potential energies, $\beta=1/(k_BT)$, $k_B$ is Boltzmann's constant and $T$ the temperature. Suppose that $\Delta U$, over the configurations of A, has a Gaussian distribution with mean $\mu$ and standard deviation $\sigma$. How many independent configurations $N$ are needed to obtain the average of $W$ with relative root-mean-square (rms) error $\varepsilon$?

The quantities $\mu$ and $\sigma$ are energies and $\beta$ is an inverse energy, so $N$ can depend on them through $\beta\mu$ and $\beta\sigma$ alone. A constant added to $U_B$ shifts $\mu$ and multiplies every weight by the same factor, which leaves relative errors unchanged. Hence $\beta\mu$ drops out, and the answer depends on
\begin{equation}
s=\beta\sigma=\frac{\sigma}{k_BT}.
\end{equation}
The variance of an average of $N$ independent values is their variance divided by $N$. Therefore
\begin{equation}
\varepsilon^2=\frac{R-1}{N},\qquad R=\frac{\langle W^2\rangle_A}{\langle W\rangle_A^2},
\end{equation}
where $\langle\cdots\rangle_A$ is an average over level A.

Now let the system consist of two uncoupled parts. Their energy differences add, so their weights multiply, and the averages of independent factors multiply too. The sum of two independent Gaussian variables is Gaussian, with the sum of the variances. It follows that
\begin{equation}
R(s_1^2+s_2^2)=R(s_1^2)\,R(s_2^2).
\end{equation}
The continuous positive solutions of this equation are $R=e^{as^2}$. The number of samples thus has the form $N=(e^{as^2}-1)/\varepsilon^2$, with a pure number $a$ still to be found. The exponential comes from the multiplication of weights over independent parts. Two derivations follow, and both give $a=1$.

\subsection{The reweighting identity}

Both levels are treated with classical Boltzmann statistics on the same configurations $x$ and with the same masses, so that the momentum integrals cancel in all ratios. With $Z_A=\int e^{-\beta U_A(x)}dx$ and $Z_B$ defined likewise,
\begin{equation}
\frac{Z_B}{Z_A}=\frac{\int e^{-\beta U_A}e^{-\beta(U_B-U_A)}dx}{\int e^{-\beta U_A}dx}
=\langle e^{-\beta\Delta U}\rangle_A .
\end{equation}
The free energy difference is $\Delta F=F_B-F_A=-k_BT\ln(Z_B/Z_A)$, which gives
\begin{equation}
e^{-\beta\Delta F}=\langle e^{-\beta\Delta U}\rangle_A .
\end{equation}

\subsection{The Gaussian averages}

The first two moments of the weight are needed. Write $\Delta U=\mu-\sigma z$, where $z$ is a standard normal variable with density $\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}$. The minus sign makes large positive $z$ correspond to low $\Delta U$ and hence to large weight. For any number $n$,
\begin{align}
\langle e^{-n\beta\Delta U}\rangle_A
&=e^{-n\beta\mu}\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,e^{nsz-z^2/2}\nonumber\\
&=e^{-n\beta\mu+n^2s^2/2}\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,e^{-(z-ns)^2/2}\nonumber\\
&=e^{-n\beta\mu+n^2s^2/2}.
\end{align}
The second line completes the square, $nsz-z^2/2=n^2s^2/2-(z-ns)^2/2$, and the remaining integral is that of a shifted normal density, equal to one.

For $n=1$ the logarithm gives
\begin{equation}
\Delta F=-k_BT\left(-\beta\mu+\tfrac12 s^2\right)=\mu-\tfrac12\beta\sigma^2 .
\end{equation}
The free energy difference lies below the mean energy difference, because configurations favourable to B count for more.

It is convenient to normalize the weight to mean one:
\begin{equation}
w=e^{-\beta(\Delta U-\Delta F)}=e^{-\beta\mu+sz+\beta\mu-s^2/2}=e^{sz-s^2/2}.
\end{equation}
Multiplying the density of $z$ under A by $w$ gives its density under B,
\begin{equation}
w\,\varphi(z)=\frac{1}{\sqrt{2\pi}}\,e^{sz-s^2/2-z^2/2}=\varphi(z-s).
\end{equation}
Under B, then, $z$ is centred at $s$ with unchanged width, and $\Delta U$ has mean $\mu-\sigma s=\mu-\beta\sigma^2$. The configurations that matter to B lie $s$ standard deviations out in the tail of A.

\subsection{The error of the average}

From the moments with $n=1$ and $n=2$,
\begin{equation}
\langle w\rangle_A=1,\qquad
\langle w^2\rangle_A=e^{2\beta\Delta F}e^{-2\beta\mu+2s^2}=e^{(2\beta\mu-s^2)-2\beta\mu+2s^2}=e^{s^2}.
\end{equation}
Let $m=N^{-1}\sum_i w_i$ be the average over $N$ independent configurations. Its mean is one, and
\begin{equation}
\langle(m-1)^2\rangle=\frac1{N^2}\sum_{i,j}\langle(w_i-1)(w_j-1)\rangle
=\frac{1}{N^2}\,N\left(\langle w^2\rangle_A-1\right)=\frac{e^{s^2}-1}{N}.
\end{equation}
The terms with $i\ne j$ vanish because the samples are independent and $w_i-1$ has mean zero. Setting the result equal to $\varepsilon^2$ gives
\begin{equation}
N=\frac{e^{\beta^2\sigma^2}-1}{\varepsilon^2},
\end{equation}
rounded up to an integer. This is the form found above with $a=1$. For $s\ll1$ it becomes $N\approx s^2/\varepsilon^2$, the usual cost of averaging a quantity with small scatter. For $s\gg1$ it becomes $N\approx e^{s^2}/\varepsilon^2$, and a relative rms error of order one already costs about $e^{s^2}$ samples.

The second moment has its own region of importance. Since
\begin{equation}
w^2\varphi(z)=\frac{1}{\sqrt{2\pi}}\,e^{2sz-s^2-z^2/2}=e^{s^2}\varphi(z-2s),
\end{equation}
it comes from $z$ near $2s$, twice as far out as the mean. The Gaussian assumption must hold out to there.

\subsection{The error of the free energy}

The estimate of $\Delta F$ obtained from the sample average is $\Delta F-k_BT\ln m$, so its error is $-k_BT\ln m$. With $m=1+\delta$,
\begin{equation}
-\ln m=-\delta+\tfrac12\delta^2-\dots
\end{equation}
Since $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=(e^{s^2}-1)/N$, the leading rms error and the leading bias at large $N$ are
\begin{equation}
k_BT\sqrt{\frac{e^{s^2}-1}{N}}\qquad\text{and}\qquad +\,k_BT\,\frac{e^{s^2}-1}{2N}.
\end{equation}
The bias is not negative at any $N$, because $-\ln$ is convex and hence $\langle-\ln m\rangle\ge-\ln\langle m\rangle=0$.

The expansion has a price. Squaring the series gives $(\ln m)^2=\delta^2-\delta^3+\tfrac{11}{12}\delta^4-\dots$, and two terms of $\langle(\ln m)^2\rangle$ are of order $1/N^2$. One is the cubic term $-\langle\delta^3\rangle=-\langle(w-1)^3\rangle_A/N^2$. The other is $+\tfrac{11}{4}\langle\delta^2\rangle^2$, which comes from $\langle\delta^4\rangle\approx3\langle\delta^2\rangle^2$ and is of order $\varepsilon^2$ relative to $\langle\delta^2\rangle$. For $s\lesssim1$ the two are comparable and partly cancel; at large $s$ the cubic term is the larger. The moment formula with $n=3$ gives $\langle w^3\rangle_A=e^{9s^2/2-3s^2/2}=e^{3s^2}$. At large $s$ the cubic term, relative to $\langle\delta^2\rangle\approx e^{s^2}/N$, has size $e^{2s^2}/N$. Away from $m=0$ the remainder beyond $\delta^2$ is bounded by a multiple of $|\delta|^3$, so $N\gg e^{2s^2}$ is a sufficient condition for the leading formulas. It is not a necessary one: $\langle w^3\rangle_A$ comes from $z$ near $3s$, where a single weight, $e^{5s^2/2}$, can exceed $N$, and the cubic term then overstates the correction. What the leading formulas need is that the weights near $z=2s$, of size $e^{3s^2/2}$ up to factors $e^{\pm s}$ from the unit width of that region, be small beside $N$. This last condition is an estimate of scale, not a proved bound.

A weaker statement needs no expansion. Chebyshev's inequality gives $P(|m-1|\ge\eta)\le\varepsilon^2/\eta^2$ for $0<\eta<1$. If $|m-1|<\eta$, then $|\ln m|<-\ln(1-\eta)$, because $\ln(1+\eta)<-\ln(1-\eta)$. With $\varepsilon=0.1$ and $\eta=0.3$, the free energy is wrong by $0.357\,k_BT$ or more in at most a fraction $0.111$ of all runs.

\subsection{What a typical run needs}

The rms error averages over many repetitions and can be dominated by rare runs. Being near the right answer in most runs is a weaker demand, and its scale is $e^{s^2/2}$. The statement that reweighting needs about $e^{s^2}$ samples thus refers to the rms criterion.

Let $\Phi(y)=\int_{-\infty}^{y}\varphi(z)\,dz$. For $y\ge0$,
\begin{equation}
\Phi(-y)=\int_0^\infty\varphi(y+v)\,dv=e^{-y^2/2}\int_0^\infty e^{-yv}\varphi(v)\,dv\le\tfrac12e^{-y^2/2}.
\end{equation}
Choose a cut $t$, and let $m_t$ be the part of $m$ contributed by samples with $z_i\le t$. Its mean is
\begin{equation}
\langle m_t\rangle=\int_{-\infty}^{t}w\,\varphi(z)\,dz=\int_{-\infty}^{t}\varphi(z-s)\,dz=\Phi(t-s).
\end{equation}

\paragraph{Too few samples.} The probability that any of the $N$ samples exceeds $t$ is at most $N\Phi(-t)$. If none does, $m=m_t$, and Markov's inequality bounds the chance that $m_t$ exceeds a level $\eta$ by $\langle m_t\rangle/\eta$. Together,
\begin{equation}
P(m>\eta)\le N\,\Phi(-t)+\frac{\Phi(t-s)}{\eta}.
\end{equation}
Take $N=e^{s^2/2-bs}$ and $t=s-b/2$, with $0<b\le s/2$ so that $N\ge1$. The first term is at most
\begin{equation}
\tfrac12\exp\left[\tfrac12s^2-bs-\tfrac12\left(s-\tfrac12b\right)^2\right]=\tfrac12e^{-bs/2-b^2/8},
\end{equation}
and the second is $\Phi(-b/2)/\eta$. Both are small for large $b$: most runs then return an average far below one and a free energy that is too high.

\paragraph{Enough samples.} Write $m=m_t+r$, where $r\ge0$ has mean $\Phi(s-t)$. Then
\begin{equation}
|m-1|\le|m_t-\langle m_t\rangle|+r+(1-\langle m_t\rangle),
\end{equation}
and the last bracket also equals $\Phi(s-t)$. The mean of the first term is at most its rms value, and the variance of $m_t$ is at most $N^{-1}\int_{-\infty}^{t}w^2\varphi\,dz=e^{s^2}\Phi(t-2s)/N$. Hence
\begin{equation}
\langle|m-1|\rangle\le\sqrt{\frac{e^{s^2}\Phi(t-2s)}{N}}+2\Phi(s-t).
\end{equation}
For $N=e^{s^2/2+bs}$ and $t=s+b/2$, with $0<b\le2s$, the quantity under the root is at most
\begin{equation}
\tfrac12\exp\left[s^2-\tfrac12\left(s-\tfrac12b\right)^2-\tfrac12s^2-bs\right]=\tfrac12e^{-bs/2-b^2/8},
\end{equation}
and the other term is $2\Phi(-b/2)$. The mean absolute error is small for large $b$. The two bounds together place the threshold at $e^{s^2/2}$, up to factors $e^{\pm bs}$.

Take $s=4$, for which $e^{s^2/2}=2981$ and $e^{s^2}=8.89\times10^6$. Runs were simulated by drawing $z$ from a random-number generator. With $N=10$, the median of $m$ over 20\,000 runs was $0.018$, and a fraction $0.083$ of the runs gave $m>0.5$; the bound with $t=2.5$ is $0.196$. With $N=300\,000$, the median of $|m-1|$ over 200 runs was $0.26$ and its mean $0.32$; the bound with $t=5$ is $0.52$. Both numbers carry the scatter of 200 runs; over many more runs they settle near $0.24$ and $0.35$. This $N$ is a hundred times $e^{s^2/2}$, and the typical error is still a quarter. At $N=e^{s^2/2}$ itself the median of $m$ is only about $0.44$: the threshold marks where runs begin to approach the answer, and the factor $e^{bs}$ needed for a small error is large. The rms error at this $N$ is nevertheless $\sqrt{8.89\times10^6/(3\times10^5)}=5.4$. It is carried by rare runs that contain a sample far out towards $z=2s=8$.

\section{Second derivation: free energy along a path}

\subsection{Symbols and results carried over}

Level A is sampled and level B is wanted; $\Delta U=U_B-U_A$ has mean $\mu$ and variance $\sigma^2$ under A, and $s=\beta\sigma$ with $\beta=1/(k_BT)$. The free energy difference obeys $e^{-\beta\Delta F}=\langle e^{-\beta\Delta U}\rangle_A$. The normalized weight $w=e^{-\beta(\Delta U-\Delta F)}$ has mean one, and its average $m$ over $N$ independent samples has mean-square error $(\langle w^2\rangle_A-1)/N$, which is set equal to $\varepsilon^2$. For Gaussian $\Delta U$ the first derivation gave $\langle w^2\rangle_A=e^{s^2}$ and $\Delta F=\mu-\beta\sigma^2/2$. The second moment is now obtained without using the shape of the distribution at the start.

\subsection{The second moment as a difference of free energies}

Join the two levels by a family of potentials,
\begin{equation}
U_\lambda=U_A+\lambda\,\Delta U,\qquad Z(\lambda)=\int e^{-\beta U_\lambda(x)}dx,\qquad F(\lambda)=-k_BT\ln Z(\lambda).
\end{equation}
Here $\lambda=0$ is level A and $\lambda=1$ is level B, so $\Delta F=F(1)-F(0)$. The square of the weight contains $e^{-2\beta\Delta U}$, which leads to $\lambda=2$, a potential as far beyond B as B is beyond A:
\begin{align}
\langle w^2\rangle_A&=e^{2\beta\Delta F}\,\frac{\int e^{-\beta U_A-2\beta\Delta U}dx}{\int e^{-\beta U_A}dx}
=e^{2\beta[F(1)-F(0)]}\,\frac{Z(2)}{Z(0)}\nonumber\\
&=e^{2\beta[F(1)-F(0)]}\,e^{-\beta[F(2)-F(0)]}
=e^{-\beta[F(2)-2F(1)+F(0)]}.
\end{align}
The sampling cost is thus governed by the curvature of the free energy along the path. It is assumed that $Z(\lambda)$ is finite on an open interval containing $0\le\lambda\le2$, which also permits differentiation under the integral.

Let $\langle\cdots\rangle_\lambda$ be the average with potential $U_\lambda$, and $\sigma_\lambda^2$ the variance of $\Delta U$ in it. Each derivative of $Z$ brings down a factor $-\beta\Delta U$, so $Z'/Z=-\beta\langle\Delta U\rangle_\lambda$ and $Z''/Z=\beta^2\langle\Delta U^2\rangle_\lambda$. Therefore
\begin{align}
F'(\lambda)&=-\frac1\beta\frac{Z'}{Z}=\langle\Delta U\rangle_\lambda,\\
F''(\lambda)&=-\frac1\beta\left[\frac{Z''}{Z}-\left(\frac{Z'}{Z}\right)^2\right]
=-\beta\sigma_\lambda^2 .
\end{align}
The free energy is concave along the path, and the exponent in $\langle w^2\rangle_A$ cannot be negative.

To express the second difference through $F''$, write it as a difference of two first differences:
\begin{align}
F(2)-2F(1)+F(0)&=\int_0^1\left[F'(\nu+1)-F'(\nu)\right]d\nu\nonumber\\
&=\int_0^1d\nu\int_\nu^{\nu+1}F''(\lambda)\,d\lambda .
\end{align}
Exchange the order of integration. A given $\lambda$ between 0 and 1 is reached for $0\le\nu\le\lambda$, an interval of length $\lambda$. A given $\lambda$ between 1 and 2 is reached for $\lambda-1\le\nu\le1$, of length $2-\lambda$. Both lengths are $g(\lambda)=1-|\lambda-1|$, and so
\begin{equation}
\ln\langle w^2\rangle_A=\beta^2\int_0^2g(\lambda)\,\sigma_\lambda^2\,d\lambda,
\qquad\int_0^2g(\lambda)\,d\lambda=1 .
\end{equation}
The exponent is $\beta^2$ times a weighted average of the variance along the path. The weight is a triangle that peaks at the target level B and vanishes at the sampled level A.

If the variance keeps its value $\sigma^2$ along the whole stretch $0\le\lambda\le2$, the average equals $\sigma^2$, and
\begin{equation}
\langle w^2\rangle_A=e^{\beta^2\sigma^2},\qquad N=\frac{e^{\beta^2\sigma^2}-1}{\varepsilon^2}.
\end{equation}
This is the earlier result. The condition used is one of linear response: integrating $F''=-\beta\sigma^2$ gives $\langle\Delta U\rangle_\lambda=\mu-\lambda\beta\sigma^2$, a mean energy difference that falls linearly as the potential is changed.

\subsection{Growth with system size}

The path form shows the growth with size without a Gaussian assumption. When $F(\lambda)$ is extensive at each of the three points, $F(\lambda)\approx Mf(\lambda)$ for $M$ units, then
\begin{equation}
\ln\langle w^2\rangle_A\approx-\beta M\left[f(2)-2f(1)+f(0)\right],
\end{equation}
which is proportional to $M$ and positive if the variance per unit stays above zero along the path. The number of samples at fixed $\varepsilon$ is then exponential in $M$.

In the Gaussian case the rate can be read from fluctuations under A. Let $\Delta U=\sum_iu_i$ be a sum of local terms with covariances $C_{ij}=\langle u_iu_j\rangle_A-\langle u_i\rangle_A\langle u_j\rangle_A$. Then
\begin{equation}
\sigma^2=\sum_{i,j}C_{ij}\approx M\sum_rC_r .
\end{equation}
The last form holds for large $M$ when $C_{ij}$ depends on the separation $r=i-j$ and its sum converges; units near the ends add a correction that does not grow with $M$ if the correlations decay fast enough. With $s_1^2=\beta^2\sum_rC_r$ the cost at large $Ms_1^2$ is
\begin{equation}
N\approx\frac{e^{Ms_1^2+q}}{\varepsilon^2},
\end{equation}
where $q$ is the end correction to $s^2$. It stands in the exponent, so the factor $e^{q}$ does not tend to one at large $M$; for the coupled chain treated below, $q=47.69-48.29=-0.60$ and $e^{q}=0.55$. The rate of growth is unaffected, and $\ln10/s_1^2$ further units multiply $N$ by ten. The scale $e^{s^2/2}$ for typical runs is exponential in $M$ as well, with half the rate. A change that affects a fixed number of units, such as a better treatment of one site whose influence is local, has a $\sigma^2$ that does not grow with $M$, and the exponential growth is then absent.

\subsection{Worked example: displaced minima}

Let two levels agree on the stiffness $k$ of a coordinate but place its minimum differently, by $d$. For $M$ uncoupled coordinates,
\begin{equation}
U_A=\sum_i\tfrac12kx_i^2,\qquad U_B=\sum_i\left[\tfrac12k(x_i-d)^2+c\right],
\end{equation}
with a constant offset $c$. Expanding the square,
\begin{equation}
\Delta U=\sum_i\left(c+\tfrac12kd^2-kd\,x_i\right).
\end{equation}
This is linear in coordinates that are Gaussian under A with mean zero and variance $k_BT/k$, so $\Delta U$ is Gaussian, tails included:
\begin{equation}
\mu=M\left(c+\tfrac12kd^2\right),\qquad
\sigma^2=Mk^2d^2\,\frac{k_BT}{k}=Mkd^2k_BT,\qquad
s^2=\frac{Mkd^2}{k_BT}.
\end{equation}

The path gives the same exponent. For one coordinate, completing the square in $x$ yields
\begin{equation}
U_\lambda=\tfrac12k(x-\lambda d)^2+\lambda c+\tfrac12kd^2\lambda(1-\lambda).
\end{equation}
The shifted parabola has the same configuration integral for every $\lambda$, so $F(\lambda)-F(0)=\lambda c+\tfrac12kd^2\lambda(1-\lambda)$. This equals $c$ at $\lambda=1$ and $2c-kd^2$ at $\lambda=2$. The second difference is $(2c-kd^2)-2c=-kd^2$, and $\ln\langle w^2\rangle_A=\beta kd^2$.

Take the round values $k=20$ N/m, $d=10$ pm, $c=3$ zJ (1 zJ $=10^{-21}$ J) and $T=300$ K, for which $k_BT=4.142$ zJ. Then $kd^2=20\times(10^{-11})^2$ J $=2$ zJ. For one coordinate,
\begin{equation}
s_1^2=\frac{2}{4.142}=0.483,\qquad \sigma=\sqrt{2\times4.142}\ \text{zJ}=2.88\ \text{zJ}.
\end{equation}
The mean of $\Delta U$ is $3+1=4$ zJ under A and $4-2=2$ zJ under B, and $\Delta F=4-1=3$ zJ $=c$. With a mass of 30 u and angular frequency $\omega$, the ratio $\hbar\omega/(k_BT)$ is $0.51$. Classical statistics are thus an approximation for such a coordinate, and here they are part of the model.

For $\varepsilon=0.1$ the formulas give:
\begin{center}
\begin{tabular}{rrrrr}
$M$ & $s^2$ & $e^{s^2/2}$ & $e^{s^2}$ & $N$\\
\hline
1 & 0.483 & 1.27 & 1.62 & 63\\
5 & 2.41 & 3.34 & 11.2 & $1.02\times10^3$\\
10 & 4.83 & 11.2 & 125 & $1.24\times10^4$\\
20 & 9.66 & 125 & $1.56\times10^4$ & $1.56\times10^6$\\
40 & 19.3 & $1.56\times10^4$ & $2.44\times10^8$ & $2.44\times10^{10}$
\end{tabular}
\end{center}
The column $e^{s^2/2}$ is the threshold scale for typical runs and not a sample count for ten per cent accuracy: at $M=20$, simulated runs with $N=125$ have a median $m$ near $0.45$, and the median of $|m-1|$ falls to about $0.09$ only at a thousand times that $N$. Each further $2.303/0.483=4.8$ coordinates cost a factor of ten once $s^2$ is large. A displacement of a tenth of an ångström, repeated over forty coordinates, puts the rms criterion at some $10^{10}$ samples.

The leading free-energy error that belongs to $\varepsilon=0.1$ is $0.1\,k_BT=0.414$ zJ, or $0.249$ kJ/mol. It is assured for $N\gg e^{2s^2}$. At $M=5$ this reads $1019\gg11.2^2\approx125$, which is reasonably met. At $M=10$ the sufficient condition would read $12\,400\gg125^2\approx15\,600$, which fails. The weaker requirement $N\gg e^{3s^2/2}=11.2^3\approx1400$ is met by a factor of about nine, so the leading value remains a rough guide, and the Chebyshev statement of the first half holds in any case.

For $M=2$, where $e^{s^2}=2.627$, configurations were drawn at random from level A and grouped into $100\,000$ runs of $N=100$. The rms of $m-1$ over these runs was $0.127$, against $\sqrt{1.627/100}=0.128$ from the formula. The mean error of the free energy was $+0.0083\,k_BT$, against a leading bias of $1.627/200=0.0081$ in the same unit.

\subsection{Coupled coordinates}

Add to $U_A$ and $U_B$ the same coupling $\tfrac12\kappa\sum_i(x_{i+1}-x_i)^2$ along a chain whose two ends are held at zero. The energy difference is unchanged, but the coordinates are now correlated, with covariance matrix $k_BT\,H^{-1}$. The matrix $H$ has $k+2\kappa$ on the diagonal and $-\kappa$ next to it. Hence
\begin{equation}
s^2=\beta k^2d^2\sum_{i,j}(H^{-1})_{ij}.
\end{equation}
Applied to a vector of ones, $H$ gives $k$ in every interior row. Away from the ends each row of $H^{-1}$ therefore sums to $1/k$, and a site adds $\beta kd^2$ to $s^2$, whatever the coupling.

For $\kappa=20$ N/m, numerical inversion of $H$ gives $s^2=47.69$ for 100 sites and $95.98$ for 200. The increase per site is $(95.98-47.69)/100=0.483$, the value without coupling. The variance of a single local term contributes $0.216$ per site, and the remainder comes from covariances between sites. An estimate of the exponent from local variances alone would here be too small by more than half.

\subsection{What each derivation assumes}

Both derivations use classical statistics on a common configuration space and independent samples. If successive configurations are correlated, the terms with $i\ne j$ in the variance of $m$ do not vanish, and $N$ is no longer the number of configurations stored.

The first derivation assumes a shape: $\Delta U$ is Gaussian under A, out to the region $2s$ standard deviations from the mean that supplies $\langle w^2\rangle_A$. The second assumes a response: the variance of $\Delta U$ is the same for all potentials from $\lambda=0$ to $\lambda=2$. In their exact forms, a distribution Gaussian everywhere and a variance strictly constant, the two assumptions are equivalent. If the distribution under A is Gaussian, the distribution of $u=\Delta U$ at $\lambda$ is proportional to
\begin{equation}
e^{-(u-\mu)^2/(2\sigma^2)-\lambda\beta u}\propto e^{-(u-\mu+\lambda\beta\sigma^2)^2/(2\sigma^2)},
\end{equation}
a shifted Gaussian of unchanged variance. Conversely, constant variance makes $F$ quadratic in $\lambda$, so that $\langle e^{-\lambda\beta\Delta U}\rangle_A=e^{-\lambda\beta\mu+\lambda^2s^2/2}$ for $0\le\lambda\le2$. The left side is analytic in $\lambda$ for real parts between 0 and 2 and continuous up to the imaginary axis. The equality therefore extends to that axis, where the left side is the characteristic function of $\Delta U$, and this fixes the distribution as Gaussian.

The two derivations differ in what they say when the assumption fails. The first then gives no answer, while the path integral over $g(\lambda)\sigma_\lambda^2$ still holds. Since $g(0)=0$, the variance measured at level A enters the cost through its assumed constancy and has no weight of its own. A histogram of $\Delta U$ that looks Gaussian near its centre does not establish that constancy.

A difference in stiffness shows how far this can go. Let $U_A=\tfrac12k_Ax^2$ and $U_B=\tfrac12k_Bx^2$. At $\lambda=2$ the stiffness is $k_A+2(k_B-k_A)=2k_B-k_A$. If $k_B\le k_A/2$, this is not positive, $Z(2)$ diverges and $\langle w^2\rangle_A$ is infinite, although $\Delta F$ is finite. No number of samples then meets the rms criterion. For levels that differ in this way, $e^{\beta^2\sigma^2}$ with the variance taken from A is finite and says nothing about the true rms cost.
